\section*{Dopant Spreading in a 100 ns Melt and Its Finite-Depth Correction}

\section{A thin sheet of dopant in unlimited liquid}

Place all dopant atoms on the plane $x=0$ inside a liquid that extends far in both directions. Let each atom make a step of length $a$ along $x$ after every interval $\tau$, to the right or left with equal probability and independently of its earlier steps. After $n$ steps its position is
\begin{equation}
x_n=a\sum_{i=1}^{n}\epsilon_i,\qquad \epsilon_i=\pm1 .
\end{equation}
The mean position is zero. The mean square is
\begin{equation}
\langle x_n^2\rangle=a^2\sum_i\langle\epsilon_i^2\rangle
+a^2\sum_{i\ne j}\langle\epsilon_i\rangle\langle\epsilon_j\rangle=na^2 ,
\end{equation}
because $\epsilon_i^2=1$ and the signs are independent with zero mean. With $n=t/\tau$ and the one-dimensional diffusivity $D=a^2/(2\tau)$,
\begin{equation}
\langle x^2\rangle=\frac{t}{\tau}\,a^2=2Dt,\qquad
x_{\rm rms}=\sqrt{2Dt}. \label{free}
\end{equation}

For $D=2\times10^{-4}\ \mathrm{cm^2/s}$ and $t=100$ ns,
\begin{equation}
2Dt=2(2\times10^{-4})(10^{-7})\ \mathrm{cm^2}
=4\times10^{-11}\ \mathrm{cm^2},
\end{equation}
so $x_{\rm rms}=6.3\times10^{-6}$ cm, or 63 nm. From here on lengths are in nm and times in ns; then $D=20\ \mathrm{nm^2/ns}$ and $2Dt=4000\ \mathrm{nm^2}$.

The step model also shows how good the continuum description is. In $\langle x_n^4\rangle$ the surviving terms are those in which every sign occurs an even number of times: $n$ terms with four equal indices, and $3n(n-1)$ terms with two different pairs. Therefore
\begin{equation}
\langle x_n^4\rangle=a^4[n+3n(n-1)]
=3(na^2)^2\left(1-\frac{2}{3n}\right).
\end{equation}
The factor 3 belongs to a Gaussian, and $-2/(3n)$ is the first correction to it. A model step of 0.25 nm gives $\tau=a^2/(2D)=1.56$ ps and $n=64\,000$, hence a relative correction of $10^{-5}$. A liquid has no fixed step length, but this estimate shows that steps of atomic size leave no visible trace after 100 ns. The boundaries of the melt can bring much larger corrections.

\section{The continuum form and the starting profile}

Let $C(x,t)$ be the dopant concentration divided by the areal dose, so that $\int C\,dx=1$. For dilute dopant and a diffusivity uniform in space,
\begin{equation}
\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial x^2}. \label{diff}
\end{equation}
In unlimited liquid the mean $\bar x$ is constant. Multiply by $(x-\bar x)^2$ and integrate by parts twice. The boundary terms vanish because $C$ and its slope vanish far away:
\begin{align}
\frac{d}{dt}\langle(x-\bar x)^2\rangle
&=D\int(x-\bar x)^2\frac{\partial^2C}{\partial x^2}\,dx\nonumber\\
&=-2D\int(x-\bar x)\frac{\partial C}{\partial x}\,dx
=2D\int C\,dx=2D .
\end{align}
The shape of the starting profile has dropped out. If its standard deviation is $\sigma_0$, the final one is $\sqrt{\sigma_0^2+2Dt}$. If $D$ changes with time, $2Dt$ becomes $2\int D\,dt$. For $\sigma_0=20$ nm the final value is $\sqrt{400+4000}=66.3$ nm. The 63 nm is thus an added spread, combined with the initial one in quadrature.

For the thin sheet the profile is, with $V=2Dt$,
\begin{equation}
G(x,V)=\frac{e^{-x^2/2V}}{\sqrt{2\pi V}} .
\end{equation}
Differentiation gives
\begin{equation}
\frac{\partial G}{\partial V}
=\left(\frac{x^2}{2V^2}-\frac1{2V}\right)G
=\frac12\frac{\partial^2G}{\partial x^2},
\end{equation}
and since $dV/dt=2D$, equation \eqref{diff} follows. About 68\% of the atoms lie within one rms distance of the sheet. Two other lengths are in use for the same profile: $\sqrt{Dt}=44.7$ nm, and the distance $2\sqrt{Dt}=89.4$ nm at which the concentration has fallen to $1/e$ of its peak value. A quoted ``diffusion length'' has to say which one is meant.

\section{A melt with a surface and a floor}

Now let $x$ be the depth below the surface, with liquid between $x=0$ and $x=s(t)$ and solid beyond. No dopant leaves through the surface, so $\partial C/\partial x=0$ there. Diffusion in the solid is neglected. Write $C_l$ and $C_s$ for the concentrations on the liquid and solid sides of the front, and a prime for $\partial/\partial x$.

Conservation of dopant fixes the slope at the front. The dose on the two sides changes at the rate
\begin{equation}
\dot s\,(C_l-C_s)+\int_0^sDC''\,dx
=\dot s\,(C_l-C_s)+DC'(s)=0. \label{cons}
\end{equation}
The first term arises because the limits of the two integrals move. The second moment about the surface obeys
\begin{align}
\frac{d\langle x^2\rangle}{dt}
&=\dot s\,s^2(C_l-C_s)+D\int_0^sx^2C''\,dx\nonumber\\
&=s^2\left[\dot s\,(C_l-C_s)+DC'(s)\right]-2D\int_0^sxC'\,dx .
\end{align}
The bracket vanishes by \eqref{cons}. One more integration by parts gives
\begin{equation}
\frac{d\langle x^2\rangle}{dt}
=2D\left[N_l-s\,C_l\right],\qquad N_l=\int_0^sC\,dx. \label{balance}
\end{equation}
The fraction $N_l$ counts the atoms that are in liquid. The term $sC_l$ is the obstruction by the front, which turns back atoms that would have moved deeper.

\subsection{Leading order: deep liquid}

If the liquid is deep throughout the 100 ns, then $N_l=1$ and $sC_l=0$, so the second moment about the surface grows by $2Dt$ even though the surface reflects atoms. The variance about the mean does not. Its mean moves inward,
\begin{equation}
\frac{d\langle x\rangle}{dt}=D\int_0^\infty xC''\,dx
=-D\int_0^\infty C'\,dx=D\,C(0,t),
\end{equation}
and therefore
\begin{equation}
\frac{d}{dt}\left(\langle x^2\rangle-\langle x\rangle^2\right)
=2D-2D\langle x\rangle C(0,t).
\end{equation}

Take an implant with a Gaussian profile centred at $\mu=40$ nm with $\sigma_0=20$ nm, cut off at the surface and normalized. Its rms depth is 45.2 nm. After 100 ns in deep liquid the rms depth is
\begin{equation}
\sqrt{45.2^2+4000}=77.7\ \mathrm{nm},
\end{equation}
in agreement with the numerical solution. The standard deviation about the mean is 46.2 nm, well below the 66.3 nm of unlimited liquid. For a shallow implant, 63 nm is therefore the root of the gain in $\langle x^2\rangle$ about the surface, and not the width of the final profile. I call this root the effective spread.

\subsection{A fixed floor: an exponentially small correction}

Hold the floor at $s=L$ for the whole time. Then $N_l=1$, and \eqref{balance} loses only $2DLC(L,t)$. To lowest order the concentration at the floor is twice that of the unlimited Gaussian, because an equal mirror source lies behind the floor. With $b=L-\mu$ and $V=\sigma_0^2+2Dt$, the loss in second moment is
\begin{equation}
\Delta=L\sqrt{\frac2\pi}\int_{\sigma_0^2}^{V_f}
V^{-1/2}e^{-b^2/2V}\,dV ,
\end{equation}
where $dV=2D\,dt$ was used and $V_f$ is the final value. For $V_f\ll b^2$ the integrand is concentrated near the upper limit. Since
\begin{equation}
\frac{d}{dV}e^{-b^2/2V}=\frac{b^2}{2V^2}e^{-b^2/2V},
\end{equation}
the integrand equals $(2/b^2)V^{3/2}$ times this derivative. Two integrations by parts, with the negligible lower limit dropped, yield
\begin{equation}
\Delta\simeq L\sqrt{\frac2\pi}\,\frac{2V_f^{3/2}}{b^2}\,
e^{-b^2/2V_f}\left(1-\frac{3V_f}{b^2}+\cdots\right).
\end{equation}
For $L=240$ nm we have $b=200$ nm and $V_f=4400\ \mathrm{nm^2}$. The exponential is $e^{-4.55}=0.0106$, the leading term is 30 $\mathrm{nm^2}$, and the factor in parentheses is 0.67, which leaves about 20 $\mathrm{nm^2}$; the omitted terms of the series change this by a few $\mathrm{nm^2}$. The effective spread becomes $\sqrt{4000-20}=63.1$ nm, the value found numerically for the fixed melt. A floor at 240 nm that stays in place for 100 ns hardly matters.

\subsection{The opposite limit: a shallow, well-mixed melt}

In a layer of fixed depth $L$ the profiles compatible with zero slope at both ends are $\cos(m\pi x/L)$, with $m=0,1,2,\ldots$ Inserted in \eqref{diff}, they decay at the rates $Dm^2\pi^2/L^2$. The slowest decay time is
\begin{equation}
t_{\rm mix}=\frac{L^2}{\pi^2D}.
\end{equation}
When $t\gg t_{\rm mix}$, that is when $L\ll\pi\sqrt{Dt}\approx140$ nm for our numbers, the dopant is uniform. Its variance is then
\begin{equation}
\frac1L\int_0^Lx^2\,dx-\left(\frac L2\right)^2
=\frac{L^2}{3}-\frac{L^2}{4}=\frac{L^2}{12}.
\end{equation}
The width is set by the melt depth, and $\sqrt{2Dt}$ no longer describes it. For $L=240$ nm the mixing time is 292 ns, so 100 ns is too short for this limit.

\section{First correction for a moving front}

A pulsed melt does not keep its floor in place. Let the front go in at constant speed $v_m$ for a time $t_1$, reach $s_{\max}$, and return at constant speed $v_r$ during $t_2$:
\begin{equation}
s_{\max}=v_mt_1=v_rt_2,\qquad t_m=t_1+t_2 .
\end{equation}
Assume that freezing causes no segregation, so $C_l=C_s$ during regrowth, and that a negligible dose lies beyond $s_{\max}$. The expansion is for large $s_{\max}$ with $t_1$ and $t_2$ held fixed. Integrating \eqref{balance} gives the gain
\begin{equation}
\Gamma=2D\left[t_m-\int_0^{t_m}(1-N_l)\,dt
-\int_0^{t_m}sC_l\,dt\right]. \label{gain}
\end{equation}

\subsection{Regrowth}

Let $u=t_m-t$ be the time left, so that $s=v_ru$. Everything beyond the front already has its final profile $C_f(x)$. The solid fraction contributes
\begin{equation}
\int_0^{t_2}du\int_{v_ru}^{\infty}C_f(x)\,dx
=\int_0^\infty\frac{x}{v_r}\,C_f(x)\,dx
=\frac{\langle x\rangle_f}{v_r},
\end{equation}
where the order of integration was exchanged: an atom at depth $x$ is counted while $u<x/v_r$. With no segregation the liquid-side concentration is $C_f(s)$, and the obstruction contributes
\begin{equation}
\int_0^{t_2}v_ru\,C_f(v_ru)\,du
=\frac1{v_r}\int_0^{s_{\max}}xC_f(x)\,dx
=\frac{\langle x\rangle_f}{v_r}.
\end{equation}
The two losses are equal.

\subsection{Melt-in}

The solid ahead of the ingoing front has the initial profile. By the same exchange of integrals its contribution is $\langle x\rangle_0/v_m$. For the obstruction, \eqref{cons} gives
\begin{equation}
C_l=C_s-\frac{D}{v_m}C'(s).
\end{equation}
The second term is smaller by a factor of order $1/s_{\max}$, so to first order $C_l$ is the initial concentration and the obstruction again equals $\langle x\rangle_0/v_m$. Thus
\begin{equation}
\Gamma\simeq2D\left[t_m-\frac{2\langle x\rangle_0}{v_m}
-\frac{2\langle x\rangle_f}{v_r}\right]. \label{front}
\end{equation}
The final mean is itself altered by the front, but only by a term that vanishes as $s_{\max}$ grows. To first order it may be replaced by the mean $\langle x\rangle_d$ after $t_m$ in deep liquid:
\begin{equation}
\Gamma_1=2Dt_m\left[1-\frac{2}{s_{\max}}\,
\frac{t_1\langle x\rangle_0+t_2\langle x\rangle_d}{t_m}\right].
\label{first}
\end{equation}
The fixed floor gave an exponentially small correction; the moving front gives one proportional to $1/s_{\max}$, because it passes through the dopant on the way in and on the way back, and at fixed $t_1$ and $t_2$ each passage takes a time proportional to $1/s_{\max}$.

\section{Numbers for a pulsed melt}

Use the implant above with $s_{\max}=240$ nm, $t_1=20$ ns and $t_2=80$ ns. The front speeds are 12 nm/ns inward and 3 nm/ns, or 3 m/s, on return.

The initial mean follows from the rms depth. The cut-off Gaussian obeys $\sigma_0^2C'=-(x-\mu)C$. Multiplying by $x$ and integrating from the surface gives $-\sigma_0^2=-\langle x^2\rangle_0+\mu\langle x\rangle_0$, hence
\begin{equation}
\langle x\rangle_0=\frac{45.2^2-20^2}{40}=41.1\ \mathrm{nm}.
\end{equation}
The deep-melt mean is $\langle x\rangle_d=62.5$ nm. Equation \eqref{first} then gives
\begin{align}
\frac{\Gamma_1}{2Dt_m}
&=1-\frac{2}{240}\left(0.2\times41.1+0.8\times62.5\right)
=0.515,\\
\sqrt{\Gamma_1}&=\sqrt{0.515\times4000}=45\ \mathrm{nm}.
\end{align}
The numerical solution with the moving front gives 47.6 nm, and a separate simulation with about forty thousand random walkers gives 47.4 nm. The first correction takes the estimate from 63 nm to within about 5\% of the numerical value, although the correction is nearly half of the leading term.

The remaining difference comes mainly from the final mean. The front leaves it at 54.4 nm instead of 62.5 nm. With that value, \eqref{front} gives
\begin{equation}
\Gamma=40\left[100-\frac{2(41.1)}{12}-\frac{2(54.4)}{3}\right]
=2.28\times10^3\ \mathrm{nm^2},
\end{equation}
or an effective spread of 47.7 nm. This is a consistency check and not a prediction, since the mean was taken from the numerical solution.

A simpler estimate uses the time for which the implant centre is liquid. The front passes depth $x$ at $x/v_m$ after the start and at $x/v_r$ before the end, so
\begin{equation}
t_{\rm loc}(x)=t_m-\frac{x}{v_m}-\frac{x}{v_r}
=t_m\left(1-\frac{x}{s_{\max}}\right).
\end{equation}
At 40 nm this is 83.3 ns, and $\sqrt{2Dt_{\rm loc}}=57.7$ nm, about 21\% above the numerical 47.6 nm. The estimate counts the lost time at the starting depth, whereas the atoms move deeper before they freeze. It also leaves out the obstruction, which doubles the loss in \eqref{front}.

Equation \eqref{first} also says when 63 nm is a fair figure. For the loss in second moment to fall to 10\% of $2Dt_m$ with the same implant and the same $t_1$ and $t_2$, the melt depth would have to be about $2(58.2)/0.1\approx1200$ nm. The regrowth speed would then be about 15 m/s and the melt-in speed 60 m/s, five times those of the example. This is a condition within the model; whether heat flow in a real wafer allows such speeds is not examined here, and silicon is reported to freeze amorphous rather than crystalline at regrowth speeds of about 15 m/s.

\section{Segregation at the freezing front}

Let the solid take up the concentration $kC_l$ with $k<1$. The rejected dopant builds up ahead of the front. Let $z$ be the distance from the front into the liquid. In the frame of the front, liquid approaches at speed $v$, and in a steady state the flux toward larger $z$ is constant:
\begin{equation}
-D\frac{dC}{dz}-vC=-vC_0 ,
\end{equation}
where $C_0$ is the concentration far ahead and also that left in the solid. The solution with $C(0)=C_0/k$ is
\begin{equation}
C=C_0\left[1+\frac{1-k}{k}e^{-vz/D}\right].
\end{equation}
Integrating the excess and dividing by $C_0$ gives the length
\begin{equation}
\delta=\frac{1-k}{k}\,\frac Dv .
\end{equation}
If the profile varies little over $D/v$, a dose $C_0\delta$ is carried past each plane. Away from the surface this amounts to a shift of the profile by $\delta$ toward the surface; the dose carried to $x=0$ cannot leave and collects in a thin layer there. For $k=0.8$ and $v=3$ m/s, $D/v=6.7$ nm and $\delta=1.7$ nm. Applied to the finished profile, such a shift lowers $\langle x^2\rangle$ by about $2\delta\langle x\rangle_f\approx180\ \mathrm{nm^2}$. The lower mean also reduces the two regrowth losses in \eqref{front}, by about $4D\delta/v\approx44\ \mathrm{nm^2}$. The net drop is about 140 $\mathrm{nm^2}$, or 1.5 nm in the effective spread. The estimate fails when $D/v$ or $\delta$ is no longer small compared with the width of the profile, as happens for slow fronts or, in the case of $\delta$, for small $k$. The value 0.8 is near the equilibrium coefficient of boron in silicon; at front speeds of metres per second solute trapping moves $k$ toward 1, so for a real wafer these sizes are upper estimates.

\section{The model beside a real process}

The parameters are rough values in the regime of a shallow boron implant in silicon melted by a nanosecond laser pulse. They do not describe a particular wafer, and the straight-line melt history is an idealization. In such a process the dopant does not all stay liquid for the full surface melt time, and the front also obstructs its spread. In the example the two effects together lower the effective spread from 63 to 48 nm; keeping only the frozen-time loss in \eqref{gain}, evaluated for the same melt history and profiles, gives 56 nm. The uncertainty of the diffusivity can matter as much. Halving or doubling $D$ changes the free value to 45 or 89 nm. If the liquid were at 2000 K instead of 1700 K throughout, an assumed activation energy of 0.3 eV would raise $D$ by a factor 1.36 and the free spread to 74 nm. Diffusion after freezing is negligible here: an assumed $10^{-10}\ \mathrm{cm^2/s}$ acting for 1000 ns adds a spread of 0.14 nm. Evaporation of dopant, flow of the liquid and lateral variation of the melt depth are left out and have not been sized. The numerical output lists the values used.

\section*{Numbers as computed}
\begin{verbatim}
Liquid diffusivity: 2.0e-04 cm2/s
Liquid diffusivity, working unit: 20.0 nm2/ns
Time in liquid: 100 ns
Added variance 2Dt: 4.00e-11 cm2
Added variance 2Dt: 4000 nm2
Added rms spread: 63.25 nm
Added rms spread: 6.325e-06 cm
Length sqrt(Dt): 44.7 nm
1/e half-width 2sqrt(Dt): 89.4 nm
Fraction within one rms: 0.6827
Model hop length: 0.25 nm
Model hop interval: 1.562 ps
Number of model hops: 64000
Variance from hop sum: 4000.00 nm2
Variance gain, changing D and skewed start: 4000.00 nm2
Implant centre depth: 40 nm
Implant straggle: 20 nm
Free final standard deviation: 66.3 nm
Point source at surface, final std: 44.4 nm
Initial rms depth from surface: 45.2 nm
Maximum melt depth: 240 nm
Melt-in time: 20 ns
Regrowth time: 80 ns
Regrowth speed: 3.0 m/s
Liquid time at implant centre: 83.3 ns
Local-time rms estimate: 57.7 nm
Deep melt, root of second-moment gain: 63.2 nm
Deep melt, final rms depth: 77.7 nm
Deep melt, final mean depth: 62.5 nm
Deep melt, final standard deviation: 46.2 nm
Fixed melt, root of second-moment gain: 63.1 nm
Fixed melt, final rms depth: 77.6 nm
Fixed melt, final mean depth: 62.5 nm
Fixed melt, final standard deviation: 46.0 nm
Moving melt, root of second-moment gain: 47.6 nm
Moving melt, final rms depth: 65.7 nm
Moving melt, final mean depth: 54.4 nm
Moving melt, final standard deviation: 36.7 nm
Walkers, root of second-moment gain: 47.4 nm
Slowest mixing time of fixed melt: 292 ns
Uniform-layer standard deviation: 69.3 nm
Partition coefficient for sizing: 0.8
Segregation boundary length D/v: 6.67 nm
Segregation shift toward surface: 1.67 nm
Assumed liquid activation energy: 0.3 eV
Reference and hot liquid: 1700 and 2000 K
Hot-liquid diffusivity factor: 1.36
Hot-liquid rms spread: 73.7 nm
Rms spread for half D: 44.7 nm
Rms spread for double D: 89.4 nm
Assumed hot-solid diffusivity: 1.0e-10 cm2/s
Assumed hot-solid time: 1000 ns
Hot-solid rms spread: 0.14 nm
\end{verbatim}
